# The 1s level of muonic lead: point nucleus and uniform sphere: a numerical check

```python
"""Muonic lead: 1s binding energy B = m c^2 - E from the radial Dirac equation.

Result under test: B is about 21 MeV for a point nucleus, where
B = m c^2 [1 - sqrt(1 - (Z alpha)^2)], and about 10.5 MeV for a uniformly
charged sphere of radius R = 1.2 A^(1/3) fm.
Upper spinor g(r) chi, lower spinor i f(r) (sigma.rhat) chi:
    hbar c g'            = -(2 m c^2 - B - V) f
    hbar c (f' + 2 f/r)  = -(B + V) g
Units: MeV and fm. K = Z alpha hbar c. Energies MASS = m c^2.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import eval_genlaguerre, gammainc

Z, A = 82, 208
HC = const.hbar * const.c / const.e * 1e9
MASS = const.physical_constants["muon mass energy equivalent in MeV"][0]
U_MEV = const.physical_constants[
    "atomic mass constant energy equivalent in MeV"][0]
HARTREE_MEV = const.physical_constants["Hartree energy in eV"][0] * 1e-6
ZA = Z * const.alpha
K = ZA * HC
R_NUC = 1.2 * A ** (1 / 3)


def sphere_potential(r, radius):
    """Potential energy of the muon in a uniformly charged sphere."""
    if r < radius:
        return -K / (2 * radius) * (3 - (r / radius) ** 2)
    return -K / r


def mismatch(binding, radius, mass):
    """Normalized determinant of outward and inward solutions."""
    def rhs(r, y):
        g, f = y
        v = sphere_potential(r, radius)
        return [-(2 * mass - binding - v) * f / HC,
                -2 * f / r - (binding + v) * g / HC]

    def integrate(start, stop, y):
        sol = solve_ivp(rhs, (start, stop), y, method="DOP853",
                        rtol=1e-10, atol=1e-13)
        assert sol.success
        return sol.y[:, -1]

    r_match = max(radius, 3.0)
    r_start = 1e-3 * radius
    v_centre = -1.5 * K / radius
    out = [1.0, -(binding + v_centre) * r_start / (3 * HC)]
    out = integrate(r_start, radius, out)
    if r_match > radius:
        out = integrate(radius, r_match, out)
    tail = [1.0, np.sqrt(binding / (2 * mass - binding))]
    inn = integrate(80.0, r_match, tail)
    det = out[1] * inn[0] - out[0] * inn[1]
    return det / (np.hypot(*out) * np.hypot(*inn))


def shoot(radius, mass=MASS):
    """1s binding energy; the bracket lies above the 2s binding energy."""
    return brentq(mismatch, 7.0, 21.5, args=(radius, mass), xtol=1e-9)


def point_binding(mass=MASS):
    return mass * (1 - np.sqrt(1 - ZA ** 2))


# --- Test: spinor identities by Cartesian differentiation ---
xyz = sp.symbols("x y z", real=True)
s = sp.symbols("s", positive=True)
dist = sp.sqrt(sum(q ** 2 for q in xyz))
pauli = [sp.Matrix([[0, 1], [1, 0]]), sp.Matrix([[0, -sp.I], [sp.I, 0]]),
         sp.Matrix([[1, 0], [0, -1]])]
chi = sp.Matrix([1, 0])
sigma_rhat = (pauli[0] * xyz[0] + pauli[1] * xyz[1]
              + pauli[2] * xyz[2]) / dist
profile = s * sp.exp(-s)
here = dict(zip(xyz, (0.3, 0.5, 0.7)))


def sigma_grad(spinor):
    total = sp.zeros(2, 1)
    for mat, q in zip(pauli, xyz):
        total += mat * spinor.diff(q)
    return total


slope = sp.diff(profile, s)
res_g = (sigma_grad(profile.subs(s, dist) * chi)
         - slope.subs(s, dist) * sigma_rhat * chi)
res_f = (sigma_grad(profile.subs(s, dist) * sigma_rhat * chi)
         - (slope + 2 * profile / s).subs(s, dist) * chi)
for residual in list(res_g) + list(res_f):
    assert abs(complex(sp.N(residual.subs(here)))) < 1e-12

# --- Test: point-nucleus solution put into the radial equations ---
gam = np.sqrt(1 - ZA ** 2)
lam = ZA * MASS / HC
ratio_fg = (1 - gam) / ZA
B_point = point_binding()
g_pt = s ** (gam - 1) * sp.exp(-lam * s)
f_pt = ratio_fg * g_pt
eq_g = HC * sp.diff(g_pt, s) + (2 * MASS - B_point + K / s) * f_pt
eq_f = HC * (sp.diff(f_pt, s) + 2 * f_pt / s) + (B_point - K / s) * g_pt
for r_test in (0.5, 3.0, 11.0):
    for eq in (eq_g, eq_f):
        assert abs(float((eq / g_pt).subs(s, r_test))) < 1e-9

# --- Test: sphere potential by direct integration over the charge ---


def direct_potential(r, radius):
    def shell(q):
        # substitution cos(theta) = 1 - t^2 softens the near-singularity
        val = quad(lambda t: 2 * t / np.sqrt((r - q) ** 2
                                             + 2 * r * q * t * t),
                   0, np.sqrt(2), limit=200)[0]
        return q * q * val
    cuts = [0, r, radius] if r < radius else [0, radius]
    total = sum(quad(shell, a, b)[0] for a, b in zip(cuts, cuts[1:]))
    return -K * 1.5 / radius ** 3 * total


for r_test in (0.4 * R_NUC, 1.5 * R_NUC):
    exact = direct_potential(r_test, R_NUC)
    assert abs(sphere_potential(r_test, R_NUC) / exact - 1) < 1e-5

# --- Diagonalization in a Laguerre basis, independent of shooting ---
n_basis, decay = 30, 0.5
nodes, weights = [], []
for low, high, count in ((0, R_NUC, 80), (R_NUC, 200.0, 400)):
    x, w = np.polynomial.legendre.leggauss(count)
    nodes.append(low + (high - low) * (x + 1) / 2)
    weights.append(w * (high - low) / 2)
r = np.concatenate(nodes)
w = np.concatenate(weights) * r ** 2
v = np.array([sphere_potential(q, R_NUC) for q in r])
basis, dbasis = [], []
for k in range(n_basis):
    arg = 2 * decay * r
    lag = eval_genlaguerre(k, 2, arg)
    dlag = -eval_genlaguerre(k - 1, 3, arg) if k > 0 else 0 * r
    norm = np.sqrt((k + 1) * (k + 2))
    basis.append(lag * np.exp(-decay * r) / norm)
    dbasis.append((2 * decay * dlag - decay * lag)
                  * np.exp(-decay * r) / norm)
basis, dbasis = np.array(basis), np.array(dbasis)
overlap = (basis * w) @ basis.T
d_overlap = (dbasis * w) @ dbasis.T
v_up = (basis * w * v) @ basis.T
v_low = (dbasis * w * (v - 2 * MASS)) @ dbasis.T
zero = np.zeros_like(overlap)
# lower basis functions are -g', so the coupling is +hbar c <g'|g'>
h_dirac = np.block([[v_up, HC * d_overlap], [HC * d_overlap, v_low]])
s_dirac = np.block([[overlap, zero], [zero, d_overlap]])
levels, vectors = eigh(h_dirac, s_dirac)
index = np.where(levels > -MASS)[0][0]
B_diag = -levels[index]
g_num = vectors[:n_basis, index] @ basis
f_num = -vectors[n_basis:, index] @ dbasis
density = g_num ** 2 + f_num ** 2
assert abs(np.sum(w * density) - 1) < 1e-9
assert np.all(g_num[r < 40] * g_num[0] > 0)   # no node: the 1s state
inside = r < R_NUC
p_sphere = np.sum((w * density)[inside])
p_lower = np.sum(w * f_num ** 2)
r_mean = np.sum(w * density * r)
B_schr = -eigh(HC ** 2 / (2 * MASS) * d_overlap + v_up, overlap,
               eigvals_only=True)[0]

# --- Main result and its tests ---
B_sphere = shoot(R_NUC)
assert abs(B_sphere - B_diag) < 1e-4
assert abs(B_point - 21.0) < 0.1
assert abs(B_sphere - 10.5) < 0.15

radii = [0.001, 0.1, 1.0, 3.0, 5.0, R_NUC]
scan = [shoot(q) for q in radii]
assert abs(scan[0] - B_point) < 1e-3
assert np.all(np.diff(scan) < 0)

# slope dB/dR: only the muon density inside the sphere enters
slope_hf = -1.5 * K / R_NUC ** 2 * np.sum(
    (w * density * (1 - (r / R_NUC) ** 2))[inside])
step = 0.02
slope_fd = (shoot(R_NUC + step) - shoot(R_NUC - step)) / (2 * step)
assert abs(slope_hf / slope_fd - 1) < 1e-3

# oscillator estimate: a lower bound on the Schroedinger binding
hw = HC * np.sqrt(K / (MASS * R_NUC ** 3))
depth = 1.5 * K / R_NUC
B_osc = depth - 1.5 * hw
parabola = -K / (2 * R_NUC) * (3 - (r / R_NUC) ** 2)
assert np.all(parabola - v > -1e-10)
assert 0 < B_osc < B_schr

# probability inside R for the point nucleus: formula against quadrature
p_point = gammainc(2 * gam + 1, 2 * lam * R_NUC)


def point_weight(q):
    return q ** (2 * gam) * np.exp(-2 * lam * q)


part = quad(point_weight, 0, R_NUC)[0]
rest = quad(point_weight, R_NUC, 80)[0]
assert abs(p_point - part / (part + rest)) < 1e-7

# recoil size: muon mass replaced by reduced mass, nucleus taken as A u
reduced = MASS / (1 + MASS / (A * U_MEV))
recoil_point = point_binding(reduced) - B_point
recoil_sphere = shoot(R_NUC, reduced) - B_sphere

print(f"Z = {Z}, A = {A}")
print(f"hbar c = {HC:.4f} MeV fm")
print(f"muon rest energy = {MASS:.4f} MeV")
print(f"Z alpha = {ZA:.6f}")
print(f"K = Z alpha hbar c = {K:.4f} MeV fm")
print(f"sphere radius R = {R_NUC:.4f} fm")
print(f"muon length hbar c/(Z alpha m c^2) = {1 / lam:.4f} fm")
print(f"gamma = {gam:.6f}")
print(f"f/g for point nucleus = {ratio_fg:.5f}")
print(f"B point nucleus = {B_point:.4f} MeV")
print(f"B point nucleus = {B_point / HARTREE_MEV:.4e} hartree")
print(f"B sphere, shooting = {B_sphere:.5f} MeV")
print(f"B sphere, diagonalization = {B_diag:.5f} MeV")
print(f"B sphere = {B_sphere / HARTREE_MEV:.4e} hartree")
print(f"ratio B sphere / B point = {B_sphere / B_point:.4f}")
print(f"drop B point - B sphere = {B_point - B_sphere:.4f} MeV")
print(f"potential depth at centre = {depth:.4f} MeV")
print(f"oscillator quantum hbar omega = {hw:.4f} MeV")
print(f"B oscillator estimate = {B_osc:.4f} MeV")
print(f"B sphere, Schroedinger = {B_schr:.4f} MeV")
print(f"probability inside R, point nucleus = {p_point:.4f}")
print(f"probability inside R, sphere = {p_sphere:.4f}")
print(f"lower-component weight, sphere = {p_lower:.4f}")
print(f"mean muon radius, sphere = {r_mean:.4f} fm")
for q, b in zip(radii, scan):
    print(f"R = {q:.4f} fm: B = {b:.4f} MeV")
print(f"dB/dR, Hellmann-Feynman = {slope_hf:.5f} MeV/fm")
print(f"dB/dR, finite difference = {slope_fd:.5f} MeV/fm")
print(f"B with R 2% smaller = {shoot(0.98 * R_NUC):.4f} MeV")
print(f"B with R 2% larger = {shoot(1.02 * R_NUC):.4f} MeV")
print(f"reduced-mass shift of B, point = {recoil_point:.4f} MeV")
print(f"reduced-mass shift of B, sphere = {recoil_sphere:.4f} MeV")
print("OK")
```

It prints:

```
Z = 82, A = 208
hbar c = 197.3270 MeV fm
muon rest energy = 105.6584 MeV
Z alpha = 0.598383
K = Z alpha hbar c = 118.0771 MeV fm
sphere radius R = 7.1100 fm
muon length hbar c/(Z alpha m c^2) = 3.1211 fm
gamma = 0.801210
f/g for point nucleus = 0.33221
B point nucleus = 21.0038 MeV
B point nucleus = 7.7188e+05 hartree
B sphere, shooting = 10.47630 MeV
B sphere, diagonalization = 10.47630 MeV
B sphere = 3.8500e+05 hartree
ratio B sphere / B point = 0.4988
drop B point - B sphere = 10.5275 MeV
potential depth at centre = 24.9108 MeV
oscillator quantum hbar omega = 11.0031 MeV
B oscillator estimate = 8.4062 MeV
B sphere, Schroedinger = 10.4107 MeV
probability inside R, point nucleus = 0.8838
probability inside R, sphere = 0.4456
lower-component weight, sphere = 0.0237
mean muon radius, sphere = 8.2793 fm
R = 0.0010 fm: B = 21.0038 MeV
R = 0.1000 fm: B = 20.9294 MeV
R = 1.0000 fm: B = 19.0557 MeV
R = 3.0000 fm: B = 15.0758 MeV
R = 5.0000 fm: B = 12.4106 MeV
R = 7.1100 fm: B = 10.4763 MeV
dB/dR, Hellmann-Feynman = -0.76860 MeV/fm
dB/dR, finite difference = -0.76860 MeV/fm
B with R 2% smaller = 10.5868 MeV
B with R 2% larger = 10.3682 MeV
reduced-mass shift of B, point = -0.0114 MeV
reduced-mass shift of B, sphere = -0.0027 MeV
OK
```
